# Eyre Convex Splitting for Cahn–Hilliard Interdiffusion with Discrete Energy Decay: a numerical check

```python
# Result under test: Eyre's convex splitting for Cahn-Hilliard interdiffusion,
#   v - u = tau * L mu,   mu = v^3 - u - L v   (periodic grid, scaled units),
# obeys E(v) - E(u) = -tau |D mu|^2 - R with R >= 0, for every tau > 0.
# u, v: old and new scaled composition; L: grid Laplacian; D: forward difference;
# E: sum of (1-u^2)^2/4 + |D u|^2/2 times the cell volume; R: splitting loss.
# Scaled units: length eps, time eps^2/D0, energy density f0 (four barriers).
import numpy as np
from scipy.integrate import solve_ivp


class PeriodicGrid:
    def __init__(self, shape, h):
        self.shape, self.h = shape, h
        self.cell = h ** len(shape)
        n = int(np.prod(shape))
        self.eye = np.eye(n)
        self.L = np.array([self.lap(e.reshape(shape)).ravel()
                           for e in self.eye]).T
        self.L2 = self.L @ self.L
        self.inverse = np.linalg.pinv(-self.L, rcond=1e-10, hermitian=True)

    def lap(self, a):
        return sum(np.roll(a, 1, k) + np.roll(a, -1, k) - 2 * a
                   for k in range(a.ndim)) / self.h ** 2

    def grad2(self, a):
        return self.cell * sum(np.sum((np.roll(a, -1, k) - a) ** 2)
                               for k in range(a.ndim)) / self.h ** 2

    def energy(self, a):
        return self.cell * np.sum((1 - a * a) ** 2) / 4 + self.grad2(a) / 2

    def eyre_step(self, old, tau, guess=None):
        """Newton's method with a line search on the convex step function."""
        u = old.ravel()
        v = (old if guess is None else guess).ravel().copy()
        L, P = self.L, self.inverse

        def merit(x):
            d = x - u
            return (d @ (P @ d) / (2 * tau) + np.sum(x ** 4) / 4
                    - x @ (L @ x) / 2 - u @ x)

        for _ in range(100):
            Lv = L @ v
            residual = v - u - tau * (L @ (v ** 3 - u - Lv))
            jacobian = self.eye - tau * (L * (3 * v * v)) + tau * self.L2
            w = np.linalg.solve(jacobian, -residual)
            slope = (P @ (v - u) / tau + v ** 3 - Lv - u) @ w
            base, s = merit(v), 1.0
            slack = 1e-12 * (1 + abs(base))
            while merit(v + s * w) > base + 1e-4 * s * slope + slack:
                s /= 2
                assert s > 1e-12, "line search failed"
            v = v + s * w
            if s == 1.0 and np.max(np.abs(w)) < 1e-8:
                return v.reshape(self.shape)
        raise RuntimeError("Newton iteration did not converge")

    def losses(self, u, v, tau):
        """Diffusive loss tau|D mu|^2 and splitting loss R of one step."""
        d = v - u
        mu = v ** 3 - u - self.lap(v)
        density = d * d * ((u + v) ** 2 + 2 * v * v) / 4 + d * d / 2
        return (tau * self.grad2(mu),
                self.cell * np.sum(density) + self.grad2(d) / 2)


def checked_step(grid, u, tau):
    v = grid.eyre_step(u, tau)
    diffusive, splitting = grid.losses(u, v, tau)
    before, after = grid.energy(u), grid.energy(v)
    assert abs(after - before + diffusive + splitting) < 1e-8 * (1 + before)
    assert after <= before + 1e-10 * (1 + before)
    assert abs(v.mean() - u.mean()) < 1e-9
    return v, diffusive, splitting


rng = np.random.default_rng(4)

# Rough two-dimensional data, steps over six decades, and uniqueness.
plane = PeriodicGrid((16, 16), 0.5)
rough = rng.uniform(-3, 3, plane.shape)
print("2D rough data: energy before step = %.3f (scaled)"
      % plane.energy(rough))
for tau in (1e-3, 1.0, 1e3):
    new, diffusive, splitting = checked_step(plane, rough, tau)
    stencil = (new - rough) / tau - plane.lap(
        new ** 3 - rough - plane.lap(new))
    assert np.max(np.abs(stencil)) < 1e-6
    start = rng.uniform(-2, 2, plane.shape)
    start += rough.mean() - start.mean()
    other = plane.eyre_step(rough, tau, start)
    assert np.max(np.abs(other - new)) < 1e-7
    print("  tau=%g: energy after=%.4f, diffusive loss=%.4f, R=%.4f"
          % (tau, plane.energy(new), diffusive, splitting))

# One-dimensional grid used for everything below.
N, h = 128, 0.5
line = PeriodicGrid((N,), h)
x = h * np.arange(N)
length = N * h
mode = 7
wave = np.cos(2 * np.pi * mode * x / length)
K = 4 / h ** 2 * np.sin(np.pi * mode / N) ** 2


def backward_euler_origin(v, tau):
    """Old state from which v is a backward Euler solution."""
    return v - tau * line.lap(v ** 3 - v - line.lap(v))


# Backward Euler: decay up to tau = 8, a rise just above it.
for _ in range(300):
    trial = np.zeros(N)
    for m in rng.integers(1, 20, 3):
        phase = rng.uniform(0, 2 * np.pi)
        trial += rng.normal() * np.cos(2 * np.pi * m * x / length + phase)
    trial *= 10 ** rng.uniform(-2, 0)
    origin = backward_euler_origin(trial, 8.0)
    e0 = line.energy(origin)
    assert line.energy(trial) <= e0 + 1e-10 * (1 + e0)
print("Mode number %d: K = %.5f (scaled), growth rate at zero mean = %.5f"
      % (mode, K, K * (1 - K)))
print("Backward Euler threshold for this mode: tau = %.4f"
      % (2 / (K * (1 - K))))
for tau, rises in ((7.5, False), (8.5, True)):
    v = 0.05 * wave
    u = backward_euler_origin(v, tau)
    change = line.energy(v) - line.energy(u)
    assert (change > 0) == rises and abs(change) > 1e-6
    eyre, _, _ = checked_step(line, u, tau)
    eyre_change = line.energy(eyre) - line.energy(u)
    assert eyre_change < 0
    print("  tau=%.1f: energy change backward Euler %+.3e, Eyre %+.3e"
          % (tau, change, eyre_change))

# Growth of a small mode: nonlinear solver against the linear formula.
for mean in (0.0, 0.2):
    sigma = K * (1 - 3 * mean ** 2 - K)
    rate_matrix = line.L * (3 * mean ** 2 - 1) - line.L2
    assert np.max(np.abs(rate_matrix @ wave - sigma * wave)) < 1e-10
    for tau in (1.0, 10.0, 1000.0):
        v = line.eyre_step(mean + 1e-5 * wave, tau)
        factor = 2 * np.mean(v * wave) / 1e-5
        formula = (1 + tau * K) / (1 + tau * K * (3 * mean ** 2 + K))
        assert abs(factor / formula - 1) < 1e-5
        if mean == 0.0:
            print("  tau=%g: Eyre factor %.4f, equivalent time %.4f"
                  % (tau, factor, np.log(factor) / sigma))
            if tau <= 10:
                print("    semidiscrete factor %.4f" % np.exp(sigma * tau))
print("Limit of Eyre factor for infinite tau, zero mean: %.4f" % (1 / K))

# Physical model parameters and their scaled units.
c_alpha, c_beta = 0.2, 0.8
barrier, kappa, D_phase = 2.25e7, 1e-9, 2e-20
gap = c_beta - c_alpha
W = 16 * barrier / gap ** 4
f0 = 4 * barrier
eps = np.sqrt(kappa * gap ** 2 / (4 * f0))
well = W * np.poly1d([c_alpha, c_beta], r=True) ** 2
mobility = D_phase / well.deriv(2)(c_alpha)
D0 = 4 * mobility * f0 / gap ** 2
t0 = eps ** 2 / D0
nm = eps * 1e9
print("Barrier %.3e J/m^3, kappa %.2e J/m, D in phases %.2e m^2/s"
      % (barrier, kappa, D_phase))
print("W = %.4e J/m^3, f0 = %.3e J/m^3, mobility = %.3e m^5/(J s)"
      % (W, f0, mobility))
print("eps = %.4f nm, D0 = %.3e m^2/s, time unit = %.3f s" % (nm, D0, t0))

# Diffusion couple with smooth junctions.
c_left, c_right = 0.05, 0.80
c0 = c_left + (c_right - c_left) / 2 * (
    np.tanh(x - length / 4) - np.tanh(x - 3 * length / 4))
u0 = (2 * c0 - c_alpha - c_beta) / gap
hp = h * eps
direct_energy = hp * np.sum(
    well(c0) + kappa / 2 * ((np.roll(c0, -1) - c0) / hp) ** 2)
assert abs(direct_energy / (line.energy(u0) * f0 * eps) - 1) < 1e-10


def physical_laplacian(a):
    return (np.roll(a, 1) + np.roll(a, -1) - 2 * a) / hp ** 2


direct_rate = mobility * physical_laplacian(
    well.deriv()(c0) - kappa * physical_laplacian(c0))
scaled_rate = gap / 2 / t0 * line.lap(u0 ** 3 - u0 - line.lap(u0))
assert np.max(np.abs(direct_rate - scaled_rate)) < 1e-8 * np.max(
    np.abs(direct_rate))


def beta_width(u):
    """Distance between the two places where u passes through zero."""
    j = np.flatnonzero((u[:-1] < 0) != (u[1:] < 0))
    assert len(j) == 2
    places = x[j] + h * u[j] / (u[j] - u[j + 1])
    return places[1] - places[0]


print("Couple: c = %.2f and %.2f, length %.1f nm, %d points, h = %.2f nm"
      % (c_left, c_right, length * nm, N, h * nm))
print("Mean c = %.5f, initial B-rich width = %.3f nm, energy = %.5f J/m^2"
      % (c0.mean(), beta_width(u0) * nm, direct_energy))

t_end = 20.0
reference = solve_ivp(
    lambda t, u: line.L @ (u ** 3 - u - line.L @ u), (0, t_end), u0,
    method="Radau", rtol=1e-8, atol=1e-10,
    jac=lambda t, u: line.L * (3 * u * u - 1) - line.L2)
assert reference.success
u_ref = reference.y[:, -1]
print("Reference at %.0f s: width %.4f nm, energy %.5f J/m^2"
      % (t_end * t0, beta_width(u_ref) * nm,
         line.energy(u_ref) * f0 * eps))

errors, shares = {}, {}
for tau in (20.0, 5.0, 1.0, 0.1, 0.05):
    u, total_diffusive, total_splitting = u0.copy(), 0.0, 0.0
    steps = int(round(t_end / tau))
    for _ in range(steps):
        u, diffusive, splitting = checked_step(line, u, tau)
        total_diffusive += diffusive
        total_splitting += splitting
    assert total_diffusive <= line.energy(u0)
    errors[tau] = np.sqrt(np.mean((u - u_ref) ** 2)) * gap / 2
    shares[tau] = total_splitting / (total_diffusive + total_splitting)
    print("  step %.0f s, %d steps: width %.4f nm, energy %.5f J/m^2"
          % (tau * t0, steps, beta_width(u) * nm,
             line.energy(u) * f0 * eps))
    print("    rms error in c %.3e, share of R in energy loss %.3f %%"
          % (errors[tau], 100 * shares[tau]))
ratio = errors[0.1] / errors[0.05]
print("Error ratio on halving the step: %.3f" % ratio)
assert 1.7 < ratio < 2.3
assert shares[0.05] < shares[0.1] < shares[1.0]

# Long run to equilibrium, starting from the most accurate Eyre state.
long_tau, long_steps = 10.0, 300
for _ in range(long_steps):
    u, _, _ = checked_step(line, u, long_tau)
final_width = beta_width(u)
lever_width = length * (c0.mean() - c_alpha) / gap
interface = line.energy(u) / 2
continuum = 2 * np.sqrt(2) / 3
corrected = continuum - np.sqrt(2) * h ** 2 / 90
assert abs(final_width - lever_width) < 0.03
assert abs(interface / corrected - 1) < 1e-3
assert abs(interface - corrected) < 0.3 * abs(interface - continuum)
print("Long run: %d further steps of %.0f s" % (long_steps, long_tau * t0))
print("Final B-rich width %.4f nm, lever rule %.4f nm"
      % (final_width * nm, lever_width * nm))
print("Final c range: %.5f to %.5f"
      % tuple((c_alpha + c_beta + gap * q) / 2 for q in (u.min(), u.max())))
print("Interface energy: grid %.6f J/m^2" % (interface * f0 * eps))
print("  continuum %.6f J/m^2, with grid correction %.6f J/m^2"
      % (continuum * f0 * eps, corrected * f0 * eps))
print("finished without a failed check")
```

It prints:

```
2D rough data: energy before step = 1817.276 (scaled)
  tau=0.001: energy after=816.0814, diffusive loss=713.8234, R=287.3711
  tau=1: energy after=20.3496, diffusive loss=10.8815, R=1786.0448
  tau=1000: energy after=19.1311, diffusive loss=0.0113, R=1798.1335
Mode number 7: K = 0.46765 (scaled), growth rate at zero mean = 0.24895
Backward Euler threshold for this mode: tau = 8.0336
  tau=7.5: energy change backward Euler -5.545e-03, Eyre -2.959e-02
  tau=8.5: energy change backward Euler +4.812e-03, Eyre -5.120e-02
  tau=1: Eyre factor 1.2043, equivalent time 0.7466
    semidiscrete factor 1.2827
  tau=10: Eyre factor 1.7812, equivalent time 2.3188
    semidiscrete factor 12.0556
  tau=1000: Eyre factor 2.1332, equivalent time 3.0432
Limit of Eyre factor for infinite tau, zero mean: 2.1384
Barrier 2.250e+07 J/m^3, kappa 1.00e-09 J/m, D in phases 2.00e-20 m^2/s
W = 2.7778e+09 J/m^3, f0 = 9.000e+07 J/m^3, mobility = 1.000e-29 m^5/(J s)
eps = 1.0000 nm, D0 = 1.000e-20 m^2/s, time unit = 100.000 s
Couple: c = 0.05 and 0.80, length 64.0 nm, 128 points, h = 0.50 nm
Mean c = 0.42500, initial B-rich width = 31.567 nm, energy = 1.24500 J/m^2
Reference at 2000 s: width 27.6928 nm, energy 0.41870 J/m^2
  step 2000 s, 1 steps: width 30.3308 nm, energy 0.67273 J/m^2
    rms error in c 7.023e-02, share of R in energy loss 56.478 %
  step 500 s, 4 steps: width 28.8205 nm, energy 0.50016 J/m^2
    rms error in c 3.098e-02, share of R in energy loss 34.236 %
  step 100 s, 20 steps: width 27.9584 nm, energy 0.43568 J/m^2
    rms error in c 7.342e-03, share of R in energy loss 13.958 %
  step 10 s, 200 steps: width 27.7194 nm, energy 0.42040 J/m^2
    rms error in c 7.582e-04, share of R in energy loss 2.472 %
  step 5 s, 400 steps: width 27.7061 nm, energy 0.41955 J/m^2
    rms error in c 3.798e-04, share of R in energy loss 1.350 %
Error ratio on halving the step: 1.996
Long run: 300 further steps of 1000 s
Final B-rich width 24.0000 nm, lever rule 24.0000 nm
Final c range: 0.20000 to 0.80000
Interface energy: grid 0.084493 J/m^2
  continuum 0.084853 J/m^2, with grid correction 0.084499 J/m^2
finished without a failed check
```
